# Velocity field of the Dirac 1s state in a Coulomb field

## The problem

One electron is bound to a fixed point nucleus of charge \(Z\). Its nonrelativistic 1s wavefunction can be chosen real, so the Schrödinger probability current \(\mathrm{Im}(\varphi^*\nabla\varphi)\) vanishes everywhere. The Dirac equation assigns to the same level a four-component state \(\psi\) with density and probability current

\[
\rho=\psi^\dagger\psi,\qquad \mathbf j=c\,\psi^\dagger\boldsymbol\alpha\,\psi .
\]

(a) Find the velocity field \(\mathbf v=\mathbf j/\rho\) of the 1s\(_{1/2}\) state with spin up along \(z\).

(b) Split it into its convective and spin parts by the Gordon decomposition, and explain how it fits with the vanishing Schrödinger current.

(c) Evaluate the results for \(Z=80\), and find what changes when the nucleus has a finite size.

Hartree atomic units are used: \(\hbar=m=e=1\) and \(c=1/\alpha\), where \(\alpha\) without an index is the fine-structure constant. The unit of velocity is therefore \(\alpha c\). Radiative corrections and nuclear motion are left out, and \(Z\alpha<1\) is assumed.

## A first estimate by scaling

The Hamiltonian is

\[
H=c\,\boldsymbol\alpha\cdot\mathbf p+\beta c^2+V(r),\qquad V=-\frac Zr,
\]

\[
\boldsymbol\alpha=\begin{pmatrix}0&\boldsymbol\sigma\\ \boldsymbol\sigma&0\end{pmatrix},\qquad
\beta=\begin{pmatrix}1&0\\0&-1\end{pmatrix}.
\]

Write \(u\) for the upper two components of \(\psi\) and \(w\) for the lower two. The lower half of \(H\psi=E\psi\) reads

\[
c\,\boldsymbol\sigma\cdot\mathbf p\,u=(E-V+c^2)\,w .
\]

For weak binding \(E\approx c^2\). If \(V\) is also neglected beside \(2c^2\), then \(w\approx\boldsymbol\sigma\cdot\mathbf p\,u/(2c)\). The orbital has size \(1/Z\) and momentum of order \(Z\), so \(|w|/|u|\sim Z/(2c)\). Since \(\boldsymbol\alpha\) couples \(u\) to \(w\), the current is an interference term:

\[
|\mathbf j|\sim 2c\,|u||w|\sim Z|u|^2,\qquad |\mathbf v|\sim Z .
\]

The factor \(c\) in the current cancels the \(1/c\) in the small component. The velocity is thus of nonrelativistic size, although the Schrödinger current is zero.

Symmetry fixes the direction. The state depends linearly on a constant two-component spinor \(\chi\), so the current is a combination of terms without the spin direction \(\mathbf n=\chi^\dagger\boldsymbol\sigma\chi\) and terms linear in it. The available vectors are \(\hat{\mathbf r}\), \(\mathbf n\), \((\mathbf n\cdot\hat{\mathbf r})\hat{\mathbf r}\) and \(\mathbf n\times\hat{\mathbf r}\). The state has definite parity, which requires \(\mathbf j(-\mathbf r)=-\mathbf j(\mathbf r)\) and excludes the second and third. A steady radial current would need a source at the nucleus, which excludes the first. What remains is \(\mathbf n\times\hat{\mathbf r}\), a circulation about the spin axis.

The estimate leaves open a factor that may depend on \(Zr\) and \(Z\alpha\). For \(Z=80\) the expected relative corrections, of order \((Z\alpha)^2=0.584^2=0.34\), are not small. Moreover, \(|V|\) reaches \(2c^2\) at \(r=Z/(2c^2)=0.0021\) bohr, well inside the orbital size \(1/Z=0.0125\) bohr. One may therefore expect the speed to vary with radius near the nucleus.

## The exact solution

### Radial equations

For the 1s\(_{1/2}\) state the upper half is an s wave. The operator \(\boldsymbol\sigma\cdot\mathbf p\) turns it into a term with \(\boldsymbol\sigma\cdot\hat{\mathbf r}\), so we try

\[
u=g(r)\,\chi,\qquad w=i f(r)\,(\boldsymbol\sigma\cdot\hat{\mathbf r})\,\chi,\qquad \chi^\dagger\chi=1,
\]

with real \(g\) and \(f\). Two derivatives are needed. With \(\mathbf p=-i\nabla\),

\[
\boldsymbol\sigma\cdot\mathbf p\,(g\chi)=-i g'\,(\boldsymbol\sigma\cdot\hat{\mathbf r})\chi .
\]

For the lower half, \((\boldsymbol\sigma\cdot\nabla)(\boldsymbol\sigma\cdot\mathbf F)=\nabla\cdot\mathbf F+i\boldsymbol\sigma\cdot(\nabla\times\mathbf F)\). The field \(\mathbf F=f\hat{\mathbf r}\) has no curl, and its divergence is \(f'+2f/r\). Since \((-i)(i)=1\),

\[
\boldsymbol\sigma\cdot\mathbf p\,\big[i f(\boldsymbol\sigma\cdot\hat{\mathbf r})\chi\big]=\Big(f'+\frac{2f}{r}\Big)\chi .
\]

The angular factors now match on both sides of the Dirac equation, so the ansatz closes:

\[
f'=\frac{E-V-c^2}{c}\,g-\frac{2f}{r},\qquad
g'=-\frac{E-V+c^2}{c}\,f .
\]

### Current and density

The off-diagonal form of \(\boldsymbol\alpha\) gives \(\psi^\dagger\boldsymbol\alpha\psi=2\,\mathrm{Re}(u^\dagger\boldsymbol\sigma w)\). With \(\sigma_k\sigma_l=\delta_{kl}+i\epsilon_{klm}\sigma_m\),

\[
u^\dagger\sigma_k w=i f g\,\hat r_l\,\chi^\dagger\sigma_k\sigma_l\chi
=i f g\,\hat r_k-f g\,(\hat{\mathbf r}\times\mathbf n)_k .
\]

The radial term is imaginary and drops out. Reversing the order of the cross product removes the minus sign:

\[
\mathbf j=2c f g\;\mathbf n\times\hat{\mathbf r}.
\]

Because \((\boldsymbol\sigma\cdot\hat{\mathbf r})^2=1\), the density is \(\rho=g^2+f^2\). With \(t=f/g\),

\[
\mathbf v=\frac{2ct}{1+t^2}\;\mathbf n\times\hat{\mathbf r}.
\]

This holds for an s\(_{1/2}\) state in any central potential, wherever \(g\neq0\). The potential enters through \(t(r)\).

### The ratio of the components

Differentiating \(t=f/g\) gives \(t'=f'/g-t\,g'/g\). Inserting the radial equations,

\[
t'=\frac{E-V-c^2}{c}-\frac{2t}{r}+t^2\,\frac{E-V+c^2}{c}.
\]

For \(V=-Z/r\), sort the right side by powers of \(r\):

\[
t'=\frac{(E-c^2)+t^2(E+c^2)}{c}+\frac1r\Big[\frac Zc(1+t^2)-2t\Big].
\]

A constant \(t\) is a solution if both groups vanish. The \(1/r\) group gives

\[
\frac{2t}{1+t^2}=\frac Zc=Z\alpha .
\]

This is the combination that appears in the velocity. It remains to show that this solution is the 1s state. The condition is the quadratic \(t^2-2(c/Z)t+1=0\). With \(\gamma=\sqrt{1-Z^2\alpha^2}\), its roots are \((c/Z)(1\mp\gamma)\). Take the smaller one. Since \((1-\gamma)(1+\gamma)=Z^2/c^2\), it can be written in two ways:

\[
t=\frac cZ(1-\gamma)=\frac{Z\alpha}{1+\gamma}.
\]

From \(1+t^2=2ct/Z\) follows a fraction that will be used again:

\[
\frac{f^2}{\rho}=\frac{t^2}{1+t^2}=\frac{Zt}{2c}=\frac{1-\gamma}{2}.
\]

The constant group then fixes the energy:

\[
E=c^2\,\frac{1-t^2}{1+t^2}=c^2\Big(1-2\,\frac{1-\gamma}{2}\Big)=\gamma c^2 .
\]

The equation for \(g\) becomes

\[
\frac{g'}{g}=-\frac tc\Big(\gamma c^2+c^2+\frac Zr\Big)=-Z-\frac{1-\gamma}{r},
\]

where the first term uses \(t(1+\gamma)=Z/c\) and the second \(tZ/c=1-\gamma\). Hence \(g=N r^{\gamma-1}e^{-Zr}\). This function has no node and is normalizable, because \(r^2g^2\propto r^{2\gamma}e^{-2Zr}\). For small \(Z\alpha\) it becomes \(e^{-Zr}\), and \(E-c^2\) becomes \(-Z^2/2\). It is the 1s state.

The choice of root can be justified by regarding the point nucleus as the limit of a small extended one. Near the nucleus the \(1/r\) group dominates the ratio equation. A small deviation \(\delta t\) from the chosen root obeys

\[
\delta t'=\frac{2Zt/c-2}{r}\,\delta t=-\frac{2\gamma}{r}\,\delta t,\qquad \delta t\propto r^{-2\gamma}.
\]

The deviation dies out as one moves away from the nucleus. At the other root the sign of \(\gamma\) is reversed and the deviation grows. A regular interior solution starts at \(t=0\), below both roots, and outside a very small nucleus it is carried to the smaller one.

The answer to part (a), for spin along \(z\), is therefore

\[
\boxed{\;\mathbf v=Z\,\hat{\mathbf z}\times\hat{\mathbf r}=Z\alpha c\,\sin\theta\;\hat{\boldsymbol\phi}\;}
\]

at every \(r>0\). In the last form the unit \(\alpha c=1\) has been restored. The electric current runs the opposite way, because the electron's charge is negative.

The field is not a rigid rotation. A point at radius \(r\) and polar angle \(\theta\) lies \(r\sin\theta\) from the axis, so the angular velocity is \(Z/r\). The field \(\mathbf v\) is a ratio of two local expectation values, not the result of a velocity measurement on the electron.

Any pure state of the doublet has a unit vector \(\mathbf n\), which replaces \(\hat{\mathbf z}\). In an equal mixture of spin up and spin down the two currents cancel, since both states have the same density.

### Gordon decomposition

To split the current, multiply \(\beta c^2\psi=(E-V-c\,\boldsymbol\alpha\cdot\mathbf p)\psi\) by \(\beta/c^2\), which expresses \(\psi\) through its own derivatives. Put this into the right-hand factor of \(j_k=c\,\mathrm{Re}(\psi^\dagger\alpha_k\psi)\):

\[
j_k=\frac{E-V}{c}\,\mathrm{Re}(\psi^\dagger\alpha_k\beta\psi)-\mathrm{Re}(\psi^\dagger\alpha_k\beta\alpha_l p_l\psi).
\]

The matrix \(\alpha_k\beta\) is anti-Hermitian, because \((\alpha_k\beta)^\dagger=\beta\alpha_k=-\alpha_k\beta\). Its expectation value is imaginary and the first term vanishes. In the second, \(-\alpha_k\beta\alpha_l=\beta\alpha_k\alpha_l=\beta(\delta_{kl}+i\epsilon_{klm}\Sigma_m)\), where \(\boldsymbol\Sigma\) is the block-diagonal spin matrix. With \(p_l=-i\partial_l\),

\[
j_k=\mathrm{Im}(\psi^\dagger\beta\,\partial_k\psi)+\epsilon_{klm}\,\mathrm{Re}(\psi^\dagger\beta\Sigma_m\partial_l\psi).
\]

Since \(\beta\Sigma_m\) is Hermitian, the last real part is half the derivative of \(\psi^\dagger\beta\Sigma_m\psi\). Therefore

\[
\mathbf j=\underbrace{\mathrm{Im}(\psi^\dagger\beta\nabla\psi)}_{\text{convective}}+\underbrace{\tfrac12\nabla\times(\psi^\dagger\beta\boldsymbol\Sigma\psi)}_{\text{spin}} .
\]

This form applies to a stationary state in an electrostatic potential \(V\), which multiplies the unit matrix, without a vector potential. A potential that enters with \(\beta\), like the mass term, changes it.

**Convective part.** The upper half gives \(u^\dagger\nabla u=gg'\hat{\mathbf r}\), which is real and contributes nothing. For the lower half use \(\partial_k\hat r_l=(\delta_{kl}-\hat r_k\hat r_l)/r\):

\[
w^\dagger\partial_k w=ff'\hat r_k+\frac{f^2}{r}\big[\chi^\dagger(\boldsymbol\sigma\cdot\hat{\mathbf r})\sigma_k\chi-\hat r_k\big]
=ff'\hat r_k+\frac{i f^2}{r}(\mathbf n\times\hat{\mathbf r})_k .
\]

The matrix \(\beta\) gives the lower half a minus sign, so

\[
\frac{\mathbf j_{\rm conv}}{\rho}=-\frac{f^2}{\rho\, r}\,\mathbf n\times\hat{\mathbf r}=-\frac{1-\gamma}{2r}\,\mathbf n\times\hat{\mathbf r}.
\]

**Spin part.** Anticommuting \(\sigma_k\) past \(\boldsymbol\sigma\cdot\hat{\mathbf r}\) gives \((\boldsymbol\sigma\cdot\hat{\mathbf r})\sigma_k(\boldsymbol\sigma\cdot\hat{\mathbf r})=2\hat r_k\,\boldsymbol\sigma\cdot\hat{\mathbf r}-\sigma_k\). Hence

\[
\psi^\dagger\beta\boldsymbol\Sigma\psi=g^2\mathbf n-f^2\big[2(\mathbf n\cdot\hat{\mathbf r})\hat{\mathbf r}-\mathbf n\big]
=\rho\,\mathbf n-2f^2(\mathbf n\cdot\hat{\mathbf r})\hat{\mathbf r}.
\]

The two curls are

\[
\nabla\times(\rho\mathbf n)=\rho'\,\hat{\mathbf r}\times\mathbf n=-\rho'\,\mathbf n\times\hat{\mathbf r},
\]

\[
\nabla\times\big[f^2(\mathbf n\cdot\hat{\mathbf r})\hat{\mathbf r}\big]=\nabla\big[f^2(\mathbf n\cdot\hat{\mathbf r})\big]\times\hat{\mathbf r}=\frac{f^2}{r}\,\mathbf n\times\hat{\mathbf r}.
\]

In the second, \(\hat{\mathbf r}\) has no curl and the radial part of the gradient drops out. Since \(t\) is constant, \(\rho\propto g^2\) and \(-\rho'/(2\rho)=Z+(1-\gamma)/r\). Therefore

\[
\frac{\mathbf j_{\rm spin}}{\rho}=\Big[-\frac{\rho'}{2\rho}-\frac{f^2}{\rho\,r}\Big]\mathbf n\times\hat{\mathbf r}
=\Big[Z+\frac{1-\gamma}{2r}\Big]\mathbf n\times\hat{\mathbf r}.
\]

Each part depends on the radius; in the sum the \(1/r\) terms cancel.

This settles part (b). For small \(Z\alpha\), \(1-\gamma\approx Z^2\alpha^2/2\), so at fixed \(r\) the convective part vanishes as \(\alpha^2\), in agreement with the Schrödinger current. For \(Z=1\) and \(r=1\) bohr it is \(-1.33\times10^{-5}\) atomic units at the equator. What survives is the spin current \(\tfrac12\nabla\times(\rho\mathbf n)\) of the Pauli theory. With \(\rho\propto e^{-2Zr}\) it gives \(-\rho'/(2\rho)=Z\), the full velocity. Being a curl, it has no divergence, so the continuity equation cannot reveal its absence from the Schrödinger current.

### Magnetic moment

The circulation has a measurable consequence. For charge \(-1\) the magnetic moment is \(\boldsymbol\mu=-\tfrac12\int\mathbf r\times\mathbf j\,d^3r\), with \(\rho\) normalized to one. Here \(\mathbf r\times(\mathbf n\times\hat{\mathbf r})=r[\mathbf n-(\mathbf n\cdot\hat{\mathbf r})\hat{\mathbf r}]\), whose angular average is \(\tfrac23 r\,\mathbf n\). The mean radius is

\[
\langle r\rangle=\frac{\int_0^\infty r^{2\gamma+1}e^{-2Zr}dr}{\int_0^\infty r^{2\gamma}e^{-2Zr}dr}=\frac{2\gamma+1}{2Z}.
\]

Thus

\[
\boldsymbol\mu=-\frac Z3\langle r\rangle\,\mathbf n=-\frac{1+2\gamma}{6}\,\mathbf n=-\frac{1+2\gamma}{3}\,\mu_B\,\mathbf n,
\]

since the Bohr magneton \(\mu_B\) is \(\tfrac12\) in these units. For \(Z\alpha\to0\) the moment is one Bohr magneton, opposite to the spin.

## Comparison for \(Z=80\)

With \(c=137.036\), \(Z\alpha=0.583788\) and \(\gamma=0.811906\). The estimate \(t\approx Z/(2c)\) gives 0.2919; the exact ratio is

\[
t=\frac{0.583788}{1.811906}=0.3222 .
\]

The small component is 10% larger than estimated, relative to the estimate, yet the equatorial speed is

\[
\frac{2ct}{1+t^2}=\frac{2(137.036)(0.322196)}{1+0.103810}=80.00 .
\]

The reason is visible in the condition on \(t\), rewritten as \(t=(Z/2c)(1+t^2)\). The interference term \(2ct\) exceeds its estimate by the factor \(1+t^2\), and the density exceeds \(g^2\) by the same factor. The expected correction of order \((Z\alpha)^2\) is present in each and cancels in their ratio.

The expected variation near the nucleus is absent for a similar reason. The lower radial equation gives

\[
t=\frac{-c\,g'/g}{E-V+c^2}=\frac{c\,[Z+(1-\gamma)/r]}{c^2(1+\gamma)+Z/r}.
\]

The attraction enlarges the denominator, but it also steepens \(g\). Numerator and denominator grow by the same factor, because \((1-\gamma)/Z=Z/[c^2(1+\gamma)]\).

In SI units the equatorial speed is \(1.750\times10^{8}\) m/s for \(Z=80\) and \(2.188\times10^{6}\) m/s for \(Z=1\). At \(\theta=30^\circ\) and \(Z=80\) it is 40 atomic units, half the equatorial value.

The Gordon parts do vary. At \(r=0.0125\) bohr on the equator, the convective part is

\[
-\frac{0.188094}{2(0.0125)}=-7.52,
\]

and the spin part is \(80+7.52=87.52\). At one tenth of this radius they are \(-75.24\) and \(155.24\). The magnetic moment is \(-(1+1.623812)/3=-0.8746\) Bohr magnetons, 13% smaller in magnitude than its nonrelativistic value.

### A nucleus of finite size

Let the charge fill a sphere of radius \(R=0.001\) bohr uniformly, a model deliberately larger than a real nucleus. The potential is now finite at the centre, \(V(0)=-3Z/(2R)\), and regularity requires \(t(0)=0\). Near the centre, \(t=ar\) in the ratio equation gives \(a=(E-V(0)-c^2)/c-2a\). Thus \(a=(E-V(0)-c^2)/(3c)\), and the equatorial speed starts as

\[
2ct\approx\tfrac23\,[E-c^2-V(0)]\,r .
\]

The computed energy is \(E-c^2=-3484.9\) hartree, against \(-3532.2\) hartree for the point nucleus. At \(r=10^{-5}\) bohr the formula gives \(\tfrac23(-3484.9+120000)\times10^{-5}=0.777\), as does the numerical solution. The speed then rises to 36.7 at \(R/2\), 61.4 at \(R\) and 78.9 at \(10R\).

Even far outside it does not return to 80. As \(r\to\infty\), the ratio of the bound solution tends to the positive root of \((E-c^2)+t^2(E+c^2)=0\), and the speed tends to

\[
\frac{2ct}{1+t^2}=c\sqrt{1-E^2/c^4}\approx79.5 .
\]

This lies below \(Z\) because the extended nucleus has raised \(E\) above \(\gamma c^2\). The oversized model exaggerates the effect: for a uniform sphere of realistic radius, about \(1.3\times10^{-4}\) bohr, the energy rises by only 2.0 hartree and the limiting speed is 79.98.

The independence of radius thus belongs to the pure Coulomb potential. It also singles out the ground state among the s\(_{1/2}\) levels: a constant \(t\) on the regular root forces \(E=\gamma c^2\), so the excited ones, having other energies, must have a speed that varies with radius. Screening by other electrons changes \(V\) and hence \(t(r)\), but in a central mean field the current of an s\(_{1/2}\) state keeps the form \(2cfg\,\mathbf n\times\hat{\mathbf r}\). Its sense is set by the sign of \(fg\), which can change with radius in excited states. The numerical check obtains the constant speed for \(Z=80\) also by shooting, with a nucleus of radius \(10^{-8}\) bohr and without the closed-form state.

## Values computed for the example and the checks

```
speed of light c = 137.035999 a.u.
nuclear charge Z = 80
Z alpha = 0.583788
gamma = 0.811906
ratio t = f/g = 0.322196
energy E - c^2, closed form = -3532.1921 hartree
energy E - c^2, shooting = -3532.1921 hartree
nuclear radius in that shooting run = 1e-08 bohr
Z = 80, spin up; speeds along phi in a.u.:
r = 0.00125 bohr: theta 90 deg 80.000000, 30 deg 40.000000
  shooting, theta 90 deg: 80.000000
  convective part -75.2376, spin part 155.2376
r = 0.01250 bohr: theta 90 deg 80.000000, 30 deg 40.000000
  shooting, theta 90 deg: 80.000000
  convective part -7.5238, spin part 87.5238
r = 0.06250 bohr: theta 90 deg 80.000000, 30 deg 40.000000
  shooting, theta 90 deg: 80.000000
  convective part -1.5048, spin part 81.5048
equatorial speed, Z = 80: 1.75015e+08 m/s
equatorial speed, Z = 1: 1.000000 a.u.
equatorial speed, Z = 1: 2.18769e+06 m/s
Z = 1, r = 1 bohr, convective part: -1.3313e-05 a.u.
its ratio to the value with c ten times larger: 100.001
magnetic moment, Z = 80: -0.874604 Bohr magnetons
magnetic moment, Z = 1: -0.999982 Bohr magnetons
model sphere radius = 0.0010 bohr, Z = 80
sphere: E - c^2 = -3484.874 hartree
sphere: equatorial speed at r = 0.00001 bohr: 0.777 a.u.
sphere: equatorial speed at r = 0.00050 bohr: 36.714 a.u.
sphere: equatorial speed at r = 0.00100 bohr: 61.422 a.u.
sphere: equatorial speed at r = 0.01000 bohr: 78.851 a.u.
largest relative Dirac-equation residual: 1.9e-09
largest relative velocity error: 4.0e-16
largest relative Gordon-sum error: 1.9e-10
largest relative Pauli-current error: 1.4e-10
```
